# Why one relaxation time gives no transverse magnetoresistance: test program

```python
"""
Result under test: free electrons (density n, charge -e, mass m) with one
constant relaxation time tau, in a bar with current along x, field B along z
and no net transverse current, obey
    E_x / j_x = m/(n e^2 tau) for every B,   E_y = -j_x B/(n e),
so the Hall field cancels the mean Lorentz force and there is no transverse
magnetoresistance.  Symbols: w = omega_c tau = e B tau/m; lambda = mean free
path; kappa = film thickness / lambda.
Ensemble tests use units e = m = n = 1 and start speed 1.
Also sized: unequal times, energy-dependent time, diffuse film surfaces.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const

# Isotropic set of start directions (Gauss points in cos(theta), even in phi)
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(4)
phi = 2 * np.pi * (np.arange(8) + 0.5) / 8
cos_grid, phi_grid = np.meshgrid(cos_nodes, phi, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
start = np.array([(sin_grid * np.cos(phi_grid)).ravel(),
                  (sin_grid * np.sin(phi_grid)).ravel()])
weight = np.repeat(cos_weights / 2, 8) / 8
count = weight.size


def ensemble(Ex, Ey, B, tau=1.0):
    """Mean vx, mean vy and mean vx^2 in the steady state.

    Every electron starts isotropically at its last collision; the time since
    then has the density exp(-t/tau)/tau.  Motion along B is not needed.
    """
    def rate(t, y):
        vx, vy = y[:count], y[count:2 * count]
        age = np.exp(-t / tau) / tau
        return np.concatenate([
            -(Ex + vy * B), -(Ey - vx * B),
            [age * (weight @ vx), age * (weight @ vy),
             age * (weight @ vx**2)]])
    y0 = np.concatenate([start[0], start[1], np.zeros(3)])
    sol = solve_ivp(rate, (0, 40 * tau), y0, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[-3:, -1]


def conductivity(B, tau=1.0):
    """Conductivity matrix from two runs, field along x and along y."""
    along_x = ensemble(1.0, 0.0, B, tau)[:2]
    along_y = ensemble(0.0, 1.0, B, tau)[:2]
    return -np.column_stack([along_x, along_y])


# Example input, rough typical values for a copper film at room temperature
n_cm3, rho_uohmcm, temperature = 8.5e22, 1.7, 300.0
thick_nm, thin_nm, width_um = 500.0, 40.0, 100.0
j_MAcm2, B_tesla = 0.1, 10.0
spread, exponent = 0.3, 1.5

e, m, hbar, kB = const.e, const.m_e, const.hbar, const.k
n, rho0, j = n_cm3 * 1e6, rho_uohmcm * 1e-8, j_MAcm2 * 1e10
tau_s = m / (n * e**2 * rho0)
k_fermi = (3 * np.pi**2 * n)**(1 / 3)
v_fermi = hbar * k_fermi / m
E_fermi = m * v_fermi**2 / 2
mfp = v_fermi * tau_s
w = e * B_tesla * tau_s / m
drift = j / (n * e)
drive_field = rho0 * j
hall_field = j * B_tesla / (n * e)

# Test: resistivity matrix from trajectories, weak to strong field
worst = 0.0
for field in (w, 0.5, 3.0):
    sigma = conductivity(field)
    rho = np.linalg.inv(sigma)
    expected = np.array([[1.0, field], [-field, 1.0]])
    assert np.allclose(rho, expected, atol=1e-7)
    # Hall field shorted: resistance rises by 1 + w^2
    assert abs(1 / sigma[0, 0] - (1 + field**2)) < 1e-6
    worst = max(worst, abs(rho[0, 0] - 1))
    if field == w:
        hall_from_ensemble = -rho[1, 0] * drive_field
        shorted_rise = 1 / sigma[0, 0] - 1
assert abs(hall_from_ensemble / hall_field - 1) < 1e-5

# Test: with the Hall field on, the mean transverse force vanishes,
# the drift is that of zero field, but single electrons still feel a force
Ex_test, B_test = 0.3, 2.0
Ey_test = -Ex_test * B_test
ux, uy, vx_square = ensemble(Ex_test, Ey_test, B_test)
mean_force = -(Ey_test - ux * B_test)
force_spread = B_test * np.sqrt(vx_square - ux**2)
ux_no_field = ensemble(Ex_test, 0.0, 0.0)[0]
assert abs(mean_force) < 1e-7 and abs(uy) < 1e-7
assert abs(ux - ux_no_field) < 1e-7
assert force_spread > 0.5


# Two equal groups with times tau(1+s) and tau(1-s)
def two_group_change(w_value, s):
    p = 1 - s**2
    return w_value**2 * s**2 * p / (1 + w_value**2 * p**2)


sigma_two = (conductivity(1.0, 1 + spread) + conductivity(1.0, 1 - spread)) / 2
two_direct = np.linalg.inv(sigma_two)[0, 0] - 1
assert abs(two_direct - two_group_change(1.0, spread)) < 1e-6
two_example = two_group_change(w, spread)

# Time proportional to energy^exponent, averaged over the thermal window
t_ratio = kB * temperature / E_fermi
x = np.linspace(-40, 40, 8001)
energy = 1 + t_ratio * x
window = energy**1.5 / np.cosh(x / 2)**2
window /= window.sum()
times = energy**exponent
sigma_thermal = np.sum(window * times / (1 + 1j * w * times))
thermal_direct = (1 / sigma_thermal).real * np.sum(window * times) - 1
thermal_law = w**2 * exponent**2 * np.pi**2 / 3 * t_ratio**2
# the law drops terms of relative order w^2 and t_ratio^2
assert abs(thermal_direct / thermal_law - 1) < 0.01

# Film with diffuse faces, B along the normal: memory ends at the surface
nodes, node_weights = np.polynomial.legendre.leggauss(400)
mu, mu_weights = (nodes + 1) / 2, node_weights / 2


def film_sigma(kappa, w_value):
    """Complex film conductivity over bulk value, depth average done."""
    a = 1 + 1j * w_value
    lost = mu * (1 - np.exp(-a * kappa / mu)) / (a * kappa)
    return np.sum(mu_weights * 1.5 * (1 - mu**2) * (1 - lost)) / a


def film_change(kappa, w_value):
    return ((1 / film_sigma(kappa, w_value)).real
            * film_sigma(kappa, 0.0).real - 1)


# Test: depth average by explicit summation over depth and direction
a_test = 1 + 0.5j
depth, direction = np.meshgrid(mu, mu, indexing="ij")
history = (1 - np.exp(-a_test * depth / direction)) / a_test
film_brute = mu_weights @ history @ (mu_weights * 1.5 * (1 - mu**2))
assert abs(film_brute - film_sigma(1.0, 0.5)) < 1e-5
# Test: thick-film law, next term is of relative order 1/kappa
thick_law = -9 / 64 / 200.0**2 * 0.3**2 / (1 + 0.3**2)
assert abs(film_change(200.0, 0.3) / thick_law - 1) < 0.02

kappa_thick = thick_nm * 1e-9 / mfp
kappa_thin = thin_nm * 1e-9 / mfp
film_thick = film_change(kappa_thick, w)
film_thin = film_change(kappa_thin, w)
face_share = 1 / film_sigma(kappa_thick, 0.0).real - 1
wall_share = 1 / film_sigma(width_um * 1e-6 / mfp, 0.0).real - 1

print("INPUT (rough values, copper film)")
print(f"electron density          {n_cm3:.2e} cm^-3")
print(f"resistivity at B=0        {rho_uohmcm:.2f} uohm cm")
print(f"temperature               {temperature:.0f} K")
print(f"film thickness            {thick_nm:.0f} nm")
print(f"bar width                 {width_um:.0f} um")
print(f"current density           {j_MAcm2:.2f} MA/cm^2")
print(f"magnetic field            {B_tesla:.1f} T")
print("DERIVED")
print(f"relaxation time           {tau_s * 1e15:.2f} fs")
print(f"mobility                  {e * tau_s / m * 1e4:.2f} cm^2/Vs")
print(f"Fermi energy              {E_fermi / e:.3f} eV")
print(f"Fermi speed               {v_fermi * 100:.3e} cm/s")
print(f"mean free path            {mfp * 1e9:.2f} nm")
print(f"drift speed               {drift * 100:.3f} cm/s")
print(f"omega_c tau               {w:.5f} (no unit)")
print(f"driving field E_x         {drive_field / 100:.4f} V/cm")
print(f"Hall field, size          {hall_field / 100:.6f} V/cm")
print(f"Hall field from ensemble  {hall_from_ensemble / 100:.6f} V/cm")
print(f"Hall voltage, size        {hall_field * width_um:.2f} uV")
print(f"v_F B, one fast electron  {v_fermi * B_tesla / 100:.3e} V/cm")
print("ENSEMBLE TESTS (units e=m=n=tau=1)")
print(f"largest |change of rho|   {worst:.0e} (w up to 3)")
print(f"mean transverse force     {abs(mean_force):.0e} (w = 2)")
print(f"rms spread of that force  {force_spread:.3f} (w = 2)")
print(f"two groups, w=1: ensemble {two_direct:.6f}")
print(f"two groups, w=1: formula  {two_group_change(1.0, spread):.6f}")
print("RELATIVE CHANGE OF RESISTANCE AT THE EXAMPLE FIELD")
print(f"Hall field shorted        {shorted_rise:.3e}")
print(f"two times, s={spread:.1f}          {two_example:.3e}")
print(f"tau ~ energy^{exponent:.1f}, direct  {thermal_direct:.3e}")
print(f"tau ~ energy^{exponent:.1f}, law     {thermal_law:.3e}")
print(f"diffuse faces, {thick_nm:.0f} nm     {film_thick:.3e}")
print(f"diffuse faces, {thin_nm:.0f} nm      {film_thin:.3e}")
print("OTHER NEGLECTED SIZES")
print(f"faces, rise of rho at B=0 {face_share:.3e}")
print(f"walls, rise of rho at B=0 {wall_share:.3e}")
print(f"Landau level spacing      {hbar * w / tau_s / e * 1e3:.3f} meV")
print(f"thermal energy kT         {kB * temperature / e * 1e3:.2f} meV")
print(f"broadening hbar/tau       {hbar / tau_s / e * 1e3:.2f} meV")
print("all good")
```

Running it gives:

```
INPUT (rough values, copper film)
electron density          8.50e+22 cm^-3
resistivity at B=0        1.70 uohm cm
temperature               300 K
film thickness            500 nm
bar width                 100 um
current density           0.10 MA/cm^2
magnetic field            10.0 T
DERIVED
relaxation time           24.56 fs
mobility                  43.19 cm^2/Vs
Fermi energy              7.049 eV
Fermi speed               1.575e+08 cm/s
mean free path            38.67 nm
drift speed               7.343 cm/s
omega_c tau               0.04319 (no unit)
driving field E_x         0.1700 V/cm
Hall field, size          0.007343 V/cm
Hall field from ensemble  0.007343 V/cm
Hall voltage, size        73.43 uV
v_F B, one fast electron  1.575e+05 V/cm
ENSEMBLE TESTS (units e=m=n=tau=1)
largest |change of rho|   2e-12 (w up to 3)
mean transverse force     5e-14 (w = 2)
rms spread of that force  1.234 (w = 2)
two groups, w=1: ensemble 0.044801
two groups, w=1: formula  0.044801
RELATIVE CHANGE OF RESISTANCE AT THE EXAMPLE FIELD
Hall field shorted        1.866e-03
two times, s=0.3          1.526e-04
tau ~ energy^1.5, direct  1.854e-07
tau ~ energy^1.5, law     1.857e-07
diffuse faces, 500 nm     -1.661e-06
diffuse faces, 40 nm      2.468e-05
OTHER NEGLECTED SIZES
faces, rise of rho at B=0 2.987e-02
walls, rise of rho at B=0 1.450e-04
Landau level spacing      1.158 meV
thermal energy kT         25.85 meV
broadening hbar/tau       26.80 meV
all good
```
